# Early breakdown in a Weibull population of ferroelectric capacitors

**Question**

I have an exercise on the endurance of hafnia memory capacitors. The lifetimes follow a Weibull distribution with a characteristic endurance of $10^{12}$ switching cycles and shape 2. I am to show that one part per million have failed by $10^9$ cycles.

My reasoning was that $10^9$ is a thousandth of $10^{12}$, so about a thousandth of the capacitors should have failed. That is a thousand parts per million. Where does the missing factor of a thousand come from? Is the answer exactly one part per million or only close to it? And is such a small fraction good enough for a memory with a million cells?

**Answer**

Your estimate assumes that a capacitor still working is as likely to fail in its next cycle whether it is new or well used. Shape 2 says otherwise: the risk per cycle starts at zero and grows with use.

**From the risk per cycle to the failed fraction**

Let $F(N)$ be the fraction of capacitors that have broken down by $N$ cycles. Breakdown is the only failure counted here. All capacitors belong to one population and are cycled at the same voltage, waveform and temperature. Since $N$ is large, I treat it as continuous.

The hazard $h(N)$ is the failure rate per cycle among the capacitors still working. The working fraction is $1-F$, so

$$\frac{dF}{dN}=h(N)\,[1-F(N)],\qquad F(0)=0 .$$

A Weibull population with characteristic endurance $\eta$ and shape $\beta>0$ has the hazard

$$h(N)=\frac{\beta}{\eta}\left(\frac{N}{\eta}\right)^{\beta-1}.$$

For $\beta=1$ this is the constant $1/\eta$, which is the case you had in mind. For $\beta=2$ it is $2N/\eta^2$, which grows in proportion to the cycles already endured. This is wear-out.

Separate the variables and integrate from 0 to $N$:

$$\int_0^{F}\frac{dF'}{1-F'}=\int_0^N\frac{\beta}{\eta}\left(\frac{n}{\eta}\right)^{\beta-1}dn .$$

The left side is $-\ln(1-F)$. On the right, put $u=n/\eta$, so that $dn=\eta\,du$. The integral becomes $\int_0^{N/\eta}\beta u^{\beta-1}du=(N/\eta)^\beta$. Hence

$$F(N)=1-\exp\!\left[-\left(\frac{N}{\eta}\right)^{\beta}\right].$$

At $N=\eta$ this gives $F=1-1/e$, or 63.21 percent, whatever the shape. So the characteristic endurance is the count by which about 63 percent have failed. By itself it says nothing about the early failures; for those you also need the shape.

**Putting in the numbers**

Call the exponent $x$:

$$x=\left(\frac{N}{\eta}\right)^2=\left(\frac{10^9}{10^{12}}\right)^2=(10^{-3})^2=10^{-6},\qquad F=1-e^{-10^{-6}} .$$

To see how close $F$ is to $x$, write $F=\int_0^x e^{-s}\,ds$. For $s\ge 0$ we have $1-s\le e^{-s}\le 1$. The upper bound is clear. The lower one holds because $e^{-s}-1+s$ vanishes at $s=0$ and has the derivative $1-e^{-s}\ge 0$. Integrating the three parts from 0 to $x$ gives

$$x-\frac{x^2}{2}\le F\le x .$$

The failed fraction therefore falls short of $10^{-6}$ by at most $x/2=5\times10^{-7}$ of its size. Its value is 0.9999995 parts per million (ppm). The claim is true to any accuracy that matters, but it is not an exact equality.

You can also ask when the fraction reaches exactly $p=10^{-6}$. Solving for $N$ and expanding the logarithm for small $p$,

$$N=\eta\,[-\ln(1-p)]^{1/2}\approx\eta\left(p+\frac{p^2}{2}\right)^{1/2}\approx\eta\sqrt p\left(1+\frac p4\right).$$

Here $\eta\sqrt p=10^9$, and the correction is $10^9\times10^{-6}/4=250$ cycles. The millionth part is reached 250 cycles after the billionth.

**What the shape does**

While $N\ll\eta$, the result is $F\approx(N/\eta)^\beta$. With $\beta=2$, ten times more cycles bring a hundred times more failures: by $10^{10}$ cycles the fraction is 99.995 ppm. With $\beta=1$ and the same $\eta$, the fraction at $10^9$ cycles would be 999.5 ppm, which is your thousand. The missing factor is one more power of $N/\eta$.

The approximation stops being useful as $N$ approaches $\eta$. There $x=1$, while the true fraction is 0.63.

**A million cells**

Suppose an array has $M$ independent capacitors. Each survives with probability $e^{-x}$, so all survive with probability

$$P_{\text{intact}}=\left(e^{-x}\right)^M=\exp\!\left[-M\left(\frac N\eta\right)^2\right]=\exp\!\left[-\left(\frac{N}{\eta/\sqrt M}\right)^2\right].$$

The first failure in an array is again Weibull with shape 2, but its characteristic endurance is $\eta/\sqrt M$. For $M=2^{20}=1\,048\,576$ we have $\sqrt M=1024$, so this endurance drops from $10^{12}$ to $9.77\times10^8$ cycles. At $10^9$ cycles the expected number of failed cells is $MF=1.049$, and the chance of an intact array is $e^{-1.049}=0.350$. If every cell must work and there are no spare cells or error correction, one part per million is not good enough for this array. This assumes that every cell receives all $10^9$ cycles and that $\eta$ refers to a capacitor of the cell's own area. The same weakest-link argument applies to area: for a uniform film, a capacitor behaves like its patches taken together, so the exponent $x$ is proportional to area. If $\eta=10^{12}$ had been measured on test capacitors with a hundred times the cell area, each cell would fail with 0.01 ppm and the array would be intact with probability 0.990.

A simulation can show this without drawing from the Weibull formula. Take a point in the plane whose two coordinates are independent Gaussian numbers of zero mean and unit variance. The probability that its distance from the origin exceeds $R$ is

$$\int_R^\infty e^{-r^2/2}\,r\,dr=e^{-R^2/2}.$$

If a capacitor's life is $\eta r/\sqrt2$, then surviving $N$ cycles means $r>\sqrt2\,N/\eta$, which has probability $e^{-(N/\eta)^2}$. This is the population in question. An early failure is a point that happens to land in a tiny disc around the origin. The area of the disc grows as $N^2$, which is a geometric picture of shape 2.

I drew 100 such arrays and counted 111 failures by $10^9$ cycles, where 104.9 are expected with a statistical scatter of about $\sqrt{104.9}\approx10$. The intact share was 0.29 against 0.35, with a scatter of $\sqrt{0.35\times0.65/100}\approx0.05$. The first difference is less than one standard deviation and the second slightly more than one, so both are ordinary sampling scatter.

**Beside a real capacitor**

Take a hafnium zirconium oxide film 10 nm thick, driven at 2.5 V. The field is $2.5\ \text{V}/10\ \text{nm}=2.5$ MV/cm. At 1 MHz, $10^9$ cycles take 1000 s and $10^{12}$ take 11.57 days. The thickness, field and characteristic endurance are assumed round values, not measurements; a real film driven at this field may break down much earlier. In a real device the stress may differ from the one at which $\eta$ was specified, the cells may differ from one another, and the shape is known only approximately. The estimates below show how much each of these moves the 1 ppm for one set of rough assumed inputs. They are not upper limits: other inputs can give much larger or smaller shifts. Each estimate changes one thing while the rest stays as above.

- **Temperature.** Suppose $\eta$ was specified at 25 °C, the device runs at 85 °C, and $\eta\propto e^{E_a/k_BT}$ with $E_a=0.5$ eV. Then
$$\frac{\eta(298.15\ \text K)}{\eta(358.15\ \text K)}=\exp\!\left[\frac{E_a}{k_B}\left(\frac1{298.15\ \text K}-\frac1{358.15\ \text K}\right)\right]=26.1 .$$
Because $F\approx(N/\eta)^2$, the failed fraction rises by the square of this factor, to about 680 ppm.

- **Overvoltage.** Suppose $\eta$ loses a factor of ten for every 0.5 MV/cm. A voltage 5 percent too high adds 0.125 MV/cm, so $\eta$ falls by $10^{0.25}$ to $5.62\times10^{11}$ cycles. The fraction becomes $10^{0.5}=3.16$ ppm.

- **Thickness spread.** At fixed voltage, a Gaussian spread of 0.2 nm in 10 nm gives a field spread of about $\sigma=0.05$ MV/cm. With the same field law, a field excess $\delta$ multiplies the fraction by $e^{a\delta}$, where $a=2\ln10/(0.5\ \text{MV/cm})$. Completing the square in the Gaussian average gives
$$\langle e^{a\delta}\rangle=e^{a^2\sigma^2/2}=1.11 .$$
Averaging $F$ over thickness by numerical integration, with the field kept as voltage over thickness, gives 1.125 ppm. Thin spots cost more than thick spots save, but the effect is small here.

- **Shape.** If the shape is 1.9 instead of 2 at the same $\eta$, the fraction is multiplied by $(10^{-3})^{-0.1}=10^{0.3}$, which makes it 2.0 ppm. A shape 5 percent lower doubles the answer and one 5 percent higher halves it, because the result is extrapolated over three decades of cycles.

- **Weak cells.** Let 10 ppm of the cells have defects that give them shape 1 and a characteristic endurance of $10^8$ cycles. By $10^9$ cycles their exponent is 10, so nearly all of them have failed. The total is 11.0 ppm, most of it from cells that the single Weibull law does not describe.

With these inputs the temperature matters most. If $\eta$ was already specified at the temperature of use, that correction disappears and the weak cells lead the list.

A small test cannot settle the matter directly. If 1000 capacitors from the ideal population are cycled to $10^9$, the expected number of failures is $1000\times10^{-6}=0.001$. Seeing none is compatible with 1 ppm, but also with 100 ppm, for which the expected number is 0.1.

Finally, the calculation counts breakdown alone. A capacitor can also become useless through fatigue, when its switchable polarization grows too small to read. If either event counts as failure, the failed fraction cannot be smaller than the breakdown fraction found here, and it may be larger.
